# How exchange-polarized platinum gives layered iron-platinum its magnetic anisotropy

If platinum in an iron-platinum film is treated simply as a heavy element with strong spin-orbit coupling, three design estimates can fail. The coupling may be counted where platinum has no spin polarization through which to sense the magnetization. A quadratic law found at weak coupling may be carried to platinum's full coupling, which in the example below overestimates the platinum-only anisotropy by 38%. And the weak coupling of iron may be dropped, which there overestimates the full result by a factor of 2.6.

Platinum has strong spin-orbit coupling whether or not it is magnetized. Exchange polarization lets that coupling distinguish one magnetization direction from another. The resulting energy starts quadratically in the coupling when orbital moments are quenched, but neither its sign nor its size follows from the coupling alone.

## The two-sublattice model

Consider a tetragonal crystal with alternating Fe and Pt layers, one atom of each per cell and five d orbitals per atom. The algebra uses $\hbar=k_B=1$. For magnetization along the unit vector $\mathbf n$,

$$
H=H_0-\frac{\Delta}{2}P_{\rm Fe}\,\mathbf n\cdot\boldsymbol\sigma+V,
\qquad V=\sum_{a={\rm F,P}}\xi_a\mathbf L_a\cdot\mathbf S .
$$

Here $\mathbf S=\boldsymbol\sigma/2$, $P_{\rm Fe}$ projects on Fe, F and P label the sublattices, and $\mathbf L_a$ acts on the d orbitals of sublattice $a$. Only Fe has an exchange splitting $\Delta$, so Pt is polarized through hopping. The exchange field is held fixed in size while $\mathbf n$ turns. The anisotropy per cell is

$$K=F(\mathbf n\parallel x)-F(\mathbf n\parallel c),$$

with $F$ the electronic free energy at fixed electron number and temperature $T>0$. Positive $K$ favours the layer normal $c$, also called $z$.

## Why there is no linear term

Each atom is an inversion centre and d orbitals are even, so hops along $\mathbf R$ and $-\mathbf R$ have equal amplitudes. Their Bloch phases add to $2\cos(\mathbf k\cdot\mathbf R)$. Hence $H_0(\mathbf k)$ is a real symmetric matrix in real orbitals. With spin quantized along $\mathbf n$, so are the two spin Hamiltonians $H_\uparrow$ and $H_\downarrow$, which do not depend on $\mathbf n$.

The operator $\mathbf L=-i\mathbf r\times\nabla$ has imaginary elements between real orbitals. Being Hermitian, it is antisymmetric. The first-order energy is ${\rm Tr}[f(H_{\xi=0})V]$, where $f$ is the Fermi function. It is the trace of a real symmetric matrix times an antisymmetric one for each spin, and therefore vanishes.

## The quadratic term

Replace $V$ by $\lambda V$. The grand potential obeys $d\Omega/d\lambda={\rm Tr}(\rho V)$ with $\rho=f(H)$. Since $H$ and $\rho$ commute, the first-order change of $\rho$ satisfies

$$
(e_i-e_j)\,\delta\rho_{ij}=\lambda V_{ij}(f_i-f_j).
$$

Here $e_i$ are the levels without spin-orbit coupling. Inserting $\delta\rho$ in ${\rm Tr}(\rho V)$ and integrating $\lambda$ from 0 to 1 gives

$$
\Omega_2=\frac12\sum_{ij}|V_{ij}|^2w_{ij},\qquad
w_{ij}=\frac{f_i-f_j}{e_i-e_j}.
$$

For equal energies $w_{ij}$ is the derivative $f'(e_i)$. State sums include an average over $\mathbf k$.

Fixing the electron number does not alter this order. The first-order energy vanishes at every chemical potential $\mu$, so $\mu$ shifts by $O(\xi^2)$. Because $\Omega+\mu N$ is stationary in $\mu$, that shift changes $F$ only at $O(\xi^4)$.

Now choose axes $\mathbf n,\mathbf e_1,\mathbf e_2$ and define $\mathcal L_\alpha=\sum_a\xi_aL_{a\alpha}$. Then

$$
V=\tfrac12(\mathcal L_n\sigma_n+\mathcal L_1\sigma_1+\mathcal L_2\sigma_2).
$$

Between states of equal spin, $|V_{ij}|^2=\frac14|(\mathcal L_n)_{ij}|^2$. Between opposite spins, $V_{ij}=\frac12(\mathcal L_1\mp i\mathcal L_2)_{ij}$. Writing the imaginary elements as $i\alpha_1$ and $i\alpha_2$ gives

$$
|V_{ij}|^2=\tfrac14|i\alpha_1\pm\alpha_2|^2
=\tfrac14(\alpha_1^2+\alpha_2^2).
$$

The sum of squares over all three axes does not depend on $\mathbf n$. The two transverse squares therefore equal a constant minus the square along $\mathbf n$. Define

$$
\chi_{ab}^{\sigma\sigma'}(\mathbf n)=\sum_{ij}
\langle i\sigma|L_{an}|j\sigma'\rangle
\langle j\sigma'|L_{bn}|i\sigma\rangle w_{ij}.
$$

The factor $\frac12$ in $\Omega_2$ times the $\frac14$ from the matrix elements gives

$$
F_2(\mathbf n)=\text{constant}+\frac18\sum_{ab}\xi_a\xi_bD_{ab}(\mathbf n),
$$

$$
D_{ab}=\chi_{ab}^{\uparrow\uparrow}+\chi_{ab}^{\downarrow\downarrow}
-\chi_{ab}^{\uparrow\downarrow}-\chi_{ab}^{\downarrow\uparrow}.
$$

With $C_{ab}=[D_{ab}(x)-D_{ab}(z)]/8$, the anisotropy is

$$
K=C_{\rm PP}\xi_{\rm P}^2+2C_{\rm FP}\xi_{\rm F}\xi_{\rm P}
+C_{\rm FF}\xi_{\rm F}^2+O(\xi^3).
$$

Each $D_{ab}$ is quadratic in the components of $\mathbf n$. Tetragonal symmetry leaves the form $A(n_x^2+n_y^2)+Bn_z^2$, so the energy relative to the $c$ axis is $K\sin^2\theta$ at this order. In a test with $\xi_{\rm P}=0.005$ eV and no Fe coupling, the energy at 30° was 0.2500 of its in-plane value, as $\sin^2 30^\circ$ requires.

Cubic symmetry forces $A=B$, so every $C_{ab}$ vanishes. A cubic Fe-Pt arrangement with all cell edges 0.272 nm gave zero within rounding. Strong coupling and polarization are thus insufficient at second order: the structure must also distinguish the layer normal.

## What polarization does

The role of polarization becomes explicit with the Green function $G_\sigma=(i\omega+\mu-H_\sigma)^{-1}$, where $\omega$ runs over the fermionic Matsubara frequencies. Partial fractions give

$$
\frac{1}{(i\omega+\mu-e_i)(i\omega+\mu-e_j)}
=\frac{1}{e_i-e_j}\left[\frac1{i\omega+\mu-e_i}
-\frac1{i\omega+\mu-e_j}\right].
$$

Summing over $\omega$ and multiplying by $T$ turns the bracket into $f_i-f_j$, so the right side becomes $w_{ij}$. Hence each $\chi_{\rm PP}^{\sigma\sigma'}$ is a sum of ${\rm Tr}[L_nG_\sigma L_nG_{\sigma'}]$ over the Pt block. The four signed terms combine into

$$
D_{\rm PP}(\mathbf n)=T\sum_{\omega,\mathbf k}
{\rm Tr}[L_n\,\delta G\,L_n\,\delta G],
\qquad \delta G=(G_\uparrow-G_\downarrow)_{\rm PP}.
$$

If the two spin channels on Pt are identical, $\delta G=0$ and the Pt-Pt term disappears. Spin-conserving and spin-flip processes then add up to the same energy for every magnetization direction. Reversing the polarization changes the sign of both factors of $\delta G$, so the energy is unchanged.

The source of the polarization follows from

$$
G_\uparrow-G_\downarrow
=G_\uparrow(G_\downarrow^{-1}-G_\uparrow^{-1})G_\downarrow
=G_\uparrow(H_\uparrow-H_\downarrow)G_\downarrow .
$$

Since $H_\uparrow-H_\downarrow=-\Delta P_{\rm Fe}$,

$$
\delta G=-\Delta\,G_{\uparrow,\rm PF}\,G_{\downarrow,\rm FP}.
$$

An electron must travel from Pt to Fe and back. Scale the Fe-Pt hopping by a small factor $s$ at fixed $\Delta$ and $\mu$. Each inter-sublattice Green function is proportional to $s$, so $\delta G\propto s^2$. The Pt moment $m_{\rm Pt}$, in Bohr magnetons, is linear in $\delta G$ and scales as $s^2$, whereas $C_{\rm PP}$ scales as $s^4$. Comparing $s=0.004$ with $s=0.008$ gave powers of 2.000 and 4.000.

Along this weak-hopping path $C_{\rm PP}\propto m_{\rm Pt}^2$. At ordinary hopping the net moment is not a sufficient predictor, because $C_{\rm PP}$ also depends on how the polarization is distributed over orbitals, energies and wavevectors.

## How large the effect is

The example uses rough, round parameters in the regime of ordered FePt:

- The cell measures $0.272\times0.272\times0.371$ nm³.
- The spin-orbit strengths are $\xi_{\rm F}=0.06$ eV and $\xi_{\rm P}=0.5$ eV, and $\Delta=3$ eV.
- The mean site energies are 0 for Fe and −1.5 eV for Pt.
- At 0.272 nm the sigma hoppings are −0.5 eV for Fe-Fe, −1.0 eV for Pt-Pt and −0.707 eV for Fe-Pt.
- Sigma, pi and delta hoppings are in the ratio −6:4:−1 and fall as the inverse fifth power of distance.
- Only three kinds of hop are kept: Fe-Pt at 0.267 nm, like atoms in the plane at 0.272 nm, and like atoms along $c$ at 0.371 nm. The in-plane diagonal hops at 0.385 nm are nearly as long as the last and are left out, so the numbers below depend on this cutoff.
- Electronic occupations are smoothed with $kT=0.1$ eV.

The d count is uncertain because s and p electrons are omitted. Counts from 15 to 16.5 per cell were scanned in steps of 0.25. The chosen value, 16, makes the smaller of the second-order and full Pt-only anisotropies as large as possible. This choice favours the $c$ axis, so the example illustrates the mechanism and does not predict the easy axis.

At this filling the moments are 3.40 Bohr magnetons on Fe and 0.52 on Pt. The coefficients are $C_{\rm FF}=0.0811$, $C_{\rm FP}=-0.0384$ and $C_{\rm PP}=0.0135$ eV⁻¹. Full diagonalization at small Pt coupling gives the same $C_{\rm PP}$. The second-order energies per cell are

$$
\begin{aligned}
C_{\rm PP}\xi_{\rm P}^2&=0.013517(0.5)^2=0.00338\ {\rm eV},\\
2C_{\rm FP}\xi_{\rm F}\xi_{\rm P}&=2(-0.038378)(0.06)(0.5)=-0.00230\ {\rm eV},\\
C_{\rm FF}\xi_{\rm F}^2&=0.081091(0.06)^2=0.00029\ {\rm eV}.
\end{aligned}
$$

The Fe coefficient is six times the Pt coefficient. Platinum's own term is nevertheless about twelve times iron's, because the squared coupling ratio is $(0.5/0.06)^2\approx69$. The mixed term removes much of this gain. The derivation fixes the sign of none of the three coefficients; each depends on the bands and their filling.

Full diagonalization gives 0.00028 eV per cell with Fe coupling alone, 0.00244 eV with Pt coupling alone, and 0.00096 eV with both. The last value corresponds to 5.6 MJ/m³. Strong Pt coupling therefore raises $K$ by a factor of 3.4 over Fe coupling alone, and the three energies cannot be understood by adding two independent atomic contributions.

## Where the quadratic law ends

With Fe coupling switched off, the full result divided by its quadratic prediction is:

| $\xi_{\rm P}$ (eV) | $K/(C_{\rm PP}\xi_{\rm P}^2)$ |
|---:|---:|
| 0.01 | 0.996 |
| 0.10 | 0.954 |
| 0.30 | 0.845 |
| 0.50 | 0.723 |

From 0.30 to 0.50 eV, $K$ rises from 0.00103 to 0.00244 eV. The effective power is $\ln(2.4444/1.0274)/\ln(5/3)=1.70$, already well below 2.

The first correction is generally cubic. At third order the product of three orbital matrices is imaginary, and so is the antisymmetric part of the spin trace, ${\rm Tr}(\sigma_\alpha\sigma_\beta\sigma_\gamma)=2i\epsilon_{\alpha\beta\gamma}$. Their product is real and need not vanish. Comparing positive and negative couplings of size 0.01 and 0.02 eV isolates the part of $K$ that is odd in $\xi_{\rm P}$; its measured power is 3.000.

Filling can make the extrapolation worse. At 15.25 d electrons the second-order Pt-only value is −0.00040 eV, while the full value is +0.00091 eV. The quadratic law is still the correct small-coupling limit there, but with the Fe coupling switched off it gives the wrong sign at the full Pt coupling.

A different failure occurs when one electron occupies a degenerate pair of yz and zx orbitals at zero temperature. Within this pair $L_z$ has eigenvalues ±1, so magnetization along $c$ lowers the energy by $\xi/2$. A rotation about $x$ takes yz and zx out of the pair, so $L_x$ has no elements inside it and the in-plane energy has no linear term. Thus $K\simeq\xi/2$. With the other orbitals 2 eV higher, an exchange splitting of 3 eV and $\xi=0.002$ eV, diagonalization gives $K/\xi=0.4993$.

Temperature restores the quadratic start. For levels at $\pm\xi/2$ that hold one electron on average, Fermi occupations give $\mu=0$ by symmetry and

$$
F=-2T\ln\!\left[2\cosh\frac{\xi}{4T}\right]
\simeq-2T\ln2-\frac{\xi^2}{16T},\qquad \xi\ll4T.
$$

The quadratic window can therefore be narrow when nearly degenerate levels lie close to the Fermi level.

## Reading the result for a real film

Ordered FePt has a measured anisotropy of very roughly 7 MJ/m³. The model's 5.6 MJ/m³ is of the same size, but the filling was selected, so the agreement does not validate the model. Its moments are somewhat high beside rough typical values of 3 Bohr magnetons on Fe and 0.3 to 0.4 on Pt.

Several omissions were sized, each starting from the same d count:

- Adding in-plane diagonal hops raises $K$ from 0.00096 to 0.00147 eV, or by about 54%.
- Cooling the electrons from the 0.1 eV smoothing to 300 K raises it by about 35%, to 0.00129 eV. At 0.1 eV smoothing, refining the wavevector mesh alone changes $K$ by less than 1%; mesh convergence at 300 K was not tested.
- Giving Pt its own exchange splitting of 0.315 eV, from a rough exchange parameter of 0.6 eV, raises it by 4%.
- Letting the Fe exchange field respond to the spin-orbit coupling and the direction changes it by a few percent, according to a lowest-order estimate.
- The shape energy of a uniformly magnetized thin film, treated as a continuum, is 0.00019 eV. It opposes the layer normal, and subtracting it leaves about 0.00077 eV. The further dipolar correction from the discrete atomic layers is not included.

A working device also breaks the assumption of perfectly aligned spins. For a rough Curie temperature $T_C=750$ K, classical mean-field theory gives a spin order $m=0.84$ at 300 K. A term that couples two independently fluctuating moments is reduced by $m^2=0.71$. For a single moment the uniaxial average is $1-T/T_C=0.60$, close to $m^3$. Applied to the whole of 0.00096 eV, these factors give 0.00068 and 0.00057 eV. They bound the result only if the single-moment and two-moment parts of $K$ have the same sign; that split is not computed here, and with opposite signs the result can lie outside this range. Hops longer than the in-plane diagonals, the omitted s and p electrons and incomplete chemical order are not sized here.

## What to do in practice

In a calculation, scale the Pt coupling down and plot $K/\xi_{\rm P}^2$ with the Fe coupling set to zero. In the quadratic regime this ratio stays close to its nonzero limit at zero coupling. The cubic correction generally makes it approach that limit along a slope, and a flat stretch found only at larger coupling does not establish the quadratic law. The value at full coupling must still be computed directly. Then restore the Fe coupling, because the mixed term can be comparable with the Pt term. Repeat the calculation for different electronic smoothing and, in a model with uncertain filling, for several electron counts.

In choosing a material, a heavier partner needs at least three things: enough hybridization with the magnetic sublattice to become polarized, a crystal structure that distinguishes the desired axis and survives processing (here, the layered order), and bands whose structure and filling give the desired sign. Stronger hybridization is not automatically better, because it also changes the bands and can reverse that sign. In this model the Pt-only anisotropy at full coupling nearly vanishes at 15 d electrons per cell, although the Pt spin-orbit strength is unchanged. Coupling strength sets the available scale, while polarization, structure and filling determine how much of it becomes useful anisotropy. The numerical output gives the complete filling scan.

## Table of computed values

```
cell a, c = 0.272, 0.371 nm; volume = 0.02745 nm^3
dd-sigma Fe-Fe, Pt-Pt, Fe-Pt = -0.5, -1.0, -0.707 eV
site energies Fe, Pt = 0.0, -1.5 eV
Fe exchange splitting = 3.0 eV; smoothing kT = 0.1 eV
spin-orbit strength Fe, Pt = 0.06, 0.5 eV
d count; Pt-only K second order, full (eV/cell):
  15.00  -0.002071  -0.000116
  15.25  -0.000402  +0.000912
  15.50  +0.001400  +0.001732
  15.75  +0.002810  +0.002261
  16.00  +0.003379  +0.002444
  16.25  +0.003283  +0.002334
  16.50  +0.002893  +0.002081
chosen d count = 16.00 per cell
d electrons Fe, Pt = 6.597, 9.403
spin moments Fe, Pt = 3.395, 0.524 Bohr magnetons
C_FF, C_FP, C_PP = +0.081091, -0.038378, +0.013517 1/eV
C_PP from full diagonalization = +0.013517 1/eV
second-order Fe-Fe part = +0.000292 eV/cell
second-order Fe-Pt part = -0.002303 eV/cell
second-order Pt-Pt part = +0.003379 eV/cell
xiPt (eV); Pt-only K (eV/cell); K/(C_PP xiPt^2):
  0.01  +1.3460e-06  0.9958
  0.05  +3.3050e-05  0.9780
  0.10  +1.2897e-04  0.9541
  0.20  +4.8750e-04  0.9016
  0.30  +1.0274e-03  0.8445
  0.50  +2.4444e-03  0.7233
power of odd part in xiPt = 3.000
K(30 deg)/K(90 deg) at small xiPt = 0.2500
coarse-mesh C_PP, state sum = +0.0138163 1/eV
coarse-mesh C_PP, Green functions = +0.0138163 1/eV
weak-hopping powers: Pt moment 2.000, C_PP 4.000
largest cubic-crystal coefficient = 6.7e-16 1/eV
degenerate-level K/xi = 0.4993
full K, Fe coupling only = +0.000284 eV/cell
full K, Pt coupling only = +0.002444 eV/cell
full K, both = +0.000957 eV/cell = +5.59 MJ/m^3
K on denser mesh = +0.000955 eV/cell
K on denser mesh, electrons at 300 K = +0.001293 eV/cell
Pt exchange parameter (rough) = 0.6 eV
K with Pt splitting 0.315 eV = +0.000996 eV/cell
K with diagonal in-plane hops = +0.001471 eV/cell
frozen-exchange error estimate = 2.42e-05 eV/cell
thin-film shape energy = 0.000189 eV/cell
Curie temperature (rough) = 750 K
mean-field spin order m at 300 K = 0.842
thermal factors m^2, m^3 = 0.708, 0.596
```
